# Residual and Rigorous Error Bound for the Krylov Exponential

## Definitions and conventions

Let $H$ be a Hermitian matrix of finite dimension, $\hbar=1$, and $v$ a vector of norm one. The state to be computed is

$$u(t)=e^{-iHt}v,\qquad u'=-iHu,\qquad t\ge 0 .$$

The Lanczos process starts from $v_1=v$ and builds orthonormal vectors by

$$\beta_j v_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1},\qquad \alpha_j=\langle v_j|Hv_j\rangle,$$

with $\beta_0=0$ and $\beta_j\ge0$ chosen so that $\|v_{j+1}\|=1$. Three terms suffice because $H$ is Hermitian. For $i<j$, $\langle v_i|Hv_j\rangle=\langle Hv_i|v_j\rangle$, and $Hv_i$ lies in the span of $v_1,\dots,v_{i+1}$. The overlap therefore vanishes for $i<j-1$ and equals $\beta_{j-1}$ for $i=j-1$.

Collect the first $m$ vectors as the columns of $V_m$. Let $T_m$ be the real symmetric tridiagonal matrix with diagonal $\alpha_1,\dots,\alpha_m$ and off-diagonal $\beta_1,\dots,\beta_{m-1}$. The recurrence then reads

$$HV_m=V_mT_m+\beta_m v_{m+1}e_m^T. \tag{1}$$

The Krylov exponential and its small propagated vector are

$$u_m(t)=V_mc(t),\qquad c(t)=e^{-iT_mt}e_1 .$$

The error is $e=u-u_m$ and the residual is $r_m=-iHu_m-u_m'$, the amount by which $u_m$ fails to satisfy the Schrödinger equation. I take $\beta_1,\dots,\beta_{m-1}>0$. Errors are norms relative to $\|v\|=1$; for another norm of $v$ every bound is multiplied by it. The statements hold in exact arithmetic, and rounding adds a floor.

## A case small enough to solve: three levels, $m=2$

Take

$$H=\begin{pmatrix}0&g_1&0\\ g_1&\delta&g_2\\ 0&g_2&0\end{pmatrix},\qquad v=(1,0,0)^T,\quad g_1,g_2>0 .$$

This matrix is already tridiagonal, so the Lanczos vectors are the unit vectors, with $\alpha_1=0$, $\alpha_2=\delta$, $\beta_1=g_1$, $\beta_2=g_2$. For $m=2$ the third level is dropped. Write

$$T_2=\frac{\delta}{2}+M,\qquad M=\begin{pmatrix}-\delta/2&g_1\\ g_1&\delta/2\end{pmatrix},\qquad M^2=\frac{\Omega^2}{4},\quad \Omega^2=\delta^2+4g_1^2 .$$

Since $M^2$ is a number, the exponential series sums to $e^{-iMt}=\cos(\Omega t/2)-i(2/\Omega)\sin(\Omega t/2)\,M$. Its lower left element gives

$$c_2(t)=-i\,e^{-i\delta t/2}\,\frac{2g_1}{\Omega}\sin\frac{\Omega t}{2}. \tag{2}$$

Now insert $u_2=(c_1,c_2,0)^T$ into the full equation. From $c'=-iT_2c$,

$$u_2'=-i\,(g_1c_2,\;g_1c_1+\delta c_2,\;0)^T,\qquad Hu_2=(g_1c_2,\;g_1c_1+\delta c_2,\;g_2c_2)^T,$$

and hence $r_2=(0,0,-ig_2c_2)^T$. The truncated equation is violated only in the direction of the missing level, at the rate at which amplitude should have leaked there.

## The residual for any $m$

The same cancellation follows from (1). Differentiation gives $u_m'=-iV_mT_mc$. Multiplying (1) by $c$ gives $Hu_m=V_mT_mc+\beta_mc_mv_{m+1}$, where $c_m=e_m^Tc$. Therefore

$$r_m=-iV_mT_mc-i\beta_mc_mv_{m+1}+iV_mT_mc=-i\beta_m c_m(t)\,v_{m+1}, \tag{3}$$

$$\|r_m(t)\|=\beta_m|c_m(t)| .$$

Two limits check this.

- If $\beta_m=0$, the Krylov space is invariant under $H$, the residual vanishes at all times, and $u_m=u$.
- If $m=1$, then $c_1=e^{-i\alpha_1t}$ and the residual norm is the constant $\beta_1=\|(H-\alpha_1)v\|$, the energy standard deviation of the initial state. A single phase factor fails at a rate set by the energy spread.

The larger example is an open Ising chain of eight spins,

$$H=-J\sum_{j=1}^{7}Z_jZ_{j+1}-h_x\sum_{j=1}^{8}X_j-h_z\sum_{j=1}^{8}Z_j,$$

where $X_j,Z_j$ are Pauli matrices, $J=1$, $h_x=1$, $h_z=0.5$, and all spins start up. Energies are in $J$ and times in $1/J$. The dimension is 256, so full diagonalization supplies the reference state.

The first coefficients can be found by hand. Seven bonds and eight field terms give $\alpha_1=-7-4=-11$. The transverse field produces eight orthonormal one-flip states, each with amplitude $-1$, so $\beta_1=\sqrt8=2.8284$. A flipped end spin has energy $-11+2+1=-8$ and a flipped interior spin $-11+4+1=-6$; the average over two ends and six interior sites is $\alpha_2=-52/8=-6.5$. The numerical output agrees.

For $m=12$ at $t=1$, the residual computed from its definition, with a finite-difference time derivative, has norm $0.2214826$. Formula (3) gives the same digits, and the test compares the vectors, not just their norms.

## From residual to error

Subtracting $u_m'=-iHu_m-r_m$ from $u'=-iHu$ gives

$$e'=-iHe+r_m,\qquad e(0)=v-V_me_1=0 .$$

Multiply by $e^{iHs}$, which removes the homogeneous term:

$$\frac{d}{ds}\left[e^{iHs}e(s)\right]=e^{iHs}r_m(s).$$

Integrate from $0$ to $t$ and multiply by $e^{-iHt}$:

$$e(t)=-i\beta_m\int_0^t c_m(s)\,e^{-iH(t-s)}v_{m+1}\,ds. \tag{4}$$

Each instant injects a small wrong vector, which the true dynamics then carries to time $t$. Evaluated by quadrature for $m=12$, $t=1$, the right side reproduces the error vector to $5.5\times10^{-15}$.

The propagator is unitary, so every vector in the integrand has norm $|c_m(s)|$. The triangle inequality gives

$$\boxed{\;\|u(t)-u_m(t)\|\le\beta_m\int_0^t|c_m(s)|\,ds\;} \tag{5}$$

Hermiticity enters here through $\|e^{-iH\tau}\|=1$. A generator whose exponential can grow would need its growth factor under the integral.

For $m=1$ the bound is $\beta_1t$: the state departs from a pure phase no faster than its energy spread allows.

### Back to three levels: the last residual is not enough

It is tempting to replace the integral by $t\beta_m|c_m(t)|$, which needs the last component at one time only. By (2), at $t=2\pi/\Omega$ that estimate is zero: the middle level has emptied again. The integrated bound remains finite,

$$g_2\frac{2g_1}{\Omega}\int_0^{2\pi/\Omega}\sin\frac{\Omega s}{2}\,ds=g_2\,\frac{2g_1}{\Omega}\,\frac{4}{\Omega}=\frac{8g_1g_2}{\Omega^2}.$$

With $g_1=g_2=0.1$ and $\delta=2$, $\Omega^2=4.04$ and the bound is $0.08/4.04=0.0198$. The true error is $0.01555$, while the endpoint estimate is zero to rounding.

The gap between error and bound can be found for weak coupling. To leading order in $g_1/\delta$, (2) becomes $c_2=(g_1/\delta)(e^{-i\delta s}-1)$. If also $g_2\ll\delta$, the third level, whose energy is zero, is almost stationary over one period, so $e^{-iH(t-s)}v_3\approx v_3$ in (4) and the error is $-ig_2v_3\int_0^tc_2\,ds$ to leading order. Over a full period $2\pi/\delta$ the oscillating part integrates to zero and the constant part does not, so the third level receives an amplitude of modulus

$$g_2\,\frac{g_1}{\delta}\,\frac{2\pi}{\delta}=\frac{2\pi g_1g_2}{\delta^2}.$$

Divided by the bound $8g_1g_2/\delta^2$ this is $\pi/4=0.785$, and the numerical ratio is $0.01555/0.0198=0.785$. The missing fraction is phase cancellation, which the triangle inequality discards. At the end of this period the middle level is empty to leading order, while the third level retains the amplitude it has received; a vanishing residual means that no error is being added at that moment.

## A bound before propagation

The integral in (5) uses $c(s)$. A coarser bound needs the Lanczos coefficients alone. Let $\theta_1,\dots,\theta_m$ be the eigenvalues of $T_m$. Because $c'=-iT_mc$,

$$\left(\frac{d}{ds}+i\theta_j\right)c=-i(T_m-\theta_j)c .$$

Applying all $m$ factors gives $(-i)^m\prod_j(T_m-\theta_j)c=0$ by the Cayley–Hamilton theorem. So $c_m$ solves a scalar linear equation of order $m$. Its initial data are $c_m^{(k)}(0)=(-i)^k(T_m^k)_{m1}$. A tridiagonal matrix moves the index by at most one per factor, so these vanish for $k\le m-2$, and for $k=m-1$ a single path contributes:

$$c_m^{(m-1)}(0)=(-i)^{m-1}P,\qquad P=\beta_1\beta_2\cdots\beta_{m-1}.$$

The solution with these data can be built by repeated integration. Set

$$f_1(s)=e^{-i\theta_1s},\qquad f_j(s)=\int_0^se^{-i\theta_j(s-s')}f_{j-1}(s')\,ds' .$$

Then $f_j'=f_{j-1}-i\theta_jf_j$ and $f_j(0)=0$ for $j\ge2$. The factors $d/ds+i\theta_j$ commute and strip off one integration each, so $f_m$ obeys the same equation as $c_m$. Differentiating $f_j'=f_{j-1}-i\theta_jf_j$ repeatedly shows by induction that the derivatives of $f_j$ at zero vanish through order $j-2$ and that the one of order $j-1$ is $1$. Uniqueness gives

$$c_m(s)=(-i)^{m-1}P\,f_m(s). \tag{6}$$

For $m=2$, with $\theta_2-\theta_1=\Omega$ and $\theta_1+\theta_2=\delta$, the integral is $f_2=e^{-i\delta s/2}(2/\Omega)\sin(\Omega s/2)$, which returns (2). For $m=3$, (6) was tested by nested quadrature.

The exponentials have modulus one, so $|f_1|=1$ and $|f_j(s)|\le\int_0^s|f_{j-1}|ds'$. By induction $|f_m(s)|\le s^{m-1}/(m-1)!$. Inserting this in (5) gives

$$\|e(t)\|\le\beta_m\int_0^t|c_m|\,ds\le\beta_1\cdots\beta_m\,\frac{t^m}{m!}. \tag{7}$$

With $\bar\beta$ the geometric mean of the $m$ coefficients, Stirling's formula turns the right side into approximately $(e\bar\beta t/m)^m/\sqrt{2\pi m}$. The base drops below one, and the bound (7) becomes small, when $m$ exceeds $e\bar\beta t$; here $\bar\beta$ itself depends on $m$. For the chain at $m=12$, $t=1$, the printed bound $0.151$ corresponds to $\bar\beta=(0.151\times12!)^{1/12}\approx4.5$, so $e\bar\beta t\approx12$: this is about where (7) becomes informative. The true error, $0.0230$, is already several times smaller.

### Short-time limit: how sharp is (5)?

Let $p(s)=|c_m(s)|/\int_0^t|c_m|$, a probability density on $[0,t]$. A path of $m$ factors from index $1$ to $m$ takes $m-1$ steps up and stays once, so $(T_m^m)_{m1}=P\sum_j\alpha_j=P\,\mathrm{tr}\,T_m=Pm\bar\theta$, where $\bar\theta$ is the mean of the $\theta_j$. The Taylor series therefore begins $c_m(s)=(-i)^{m-1}P\,\frac{s^{m-1}}{(m-1)!}\left[1-i\bar\theta s+O(s^2)\right]$, and the phase of $c_m(s)$ is a constant minus $\bar\theta s$, up to higher order. By (4), the ratio of error to integral bound is then the norm of the $p$-average of the unit vectors

$$x_s=e^{-i\bar\theta s}e^{-iH(t-s)}v_{m+1}.$$

For unit vectors, expanding the squared distance gives the identity

$$\Big\|\int p\,x_s\,ds\Big\|^2=1-\frac12\iint p(s)p(s')\|x_s-x_{s'}\|^2ds\,ds'.$$

To leading order $\|x_s-x_{s'}\|^2=(s-s')^2\langle(H-\bar\theta)^2\rangle$, with the average taken in $v_{m+1}$. The double average of $(s-s')^2$ is twice the variance of $s$. For $p=ms^{m-1}/t^m$ that variance is

$$\left[\frac{m}{m+2}-\frac{m^2}{(m+1)^2}\right]t^2=\frac{m\,t^2}{(m+1)^2(m+2)} .$$

Taking the square root of the squared norm halves the correction:

$$\frac{\|e(t)\|}{\beta_m\int_0^t|c_m|ds}=1-\frac{m\,t^2}{2(m+1)^2(m+2)}\langle(H-\bar\theta)^2\rangle+O(t^3).$$

The bound is thus asymptotically attained, with a deficit of order $t^2$. For $m=4$ the ratio is $0.996931$ at $t=0.05$ and $0.999231$ at $t=0.025$; the deficit falls by $3.990$ on halving $t$, where the law gives $4$.

In the same limit $|c_m|\propto s^{m-1}$, so the endpoint estimate is $m$ times the integral. The printed ratio to the error is $4.0001$ for $m=4$. For $m>1$ the endpoint value is therefore pessimistic at short times, and it can be far too small later; it is an estimate, not a bound.

## Making the integral itself rigorous

A quadrature value for (5) is a bound only if its own error is controlled. The modulus $|c_m|$ can have kinks at zeros, but its square is smooth. Cauchy–Schwarz gives

$$\int_0^t|c_m|\,ds\le\left(t\int_0^tF(s)\,ds\right)^{1/2},\qquad F=|c_m|^2 .$$

Let $S$ be the orthogonal eigenvector matrix of $T_m$ and $w_j=S_{mj}S_{1j}$. Then

$$c_m(s)=\sum_jw_je^{-i\theta_js},\qquad F(s)=\sum_{jk}w_jw_ke^{-i(\theta_j-\theta_k)s}.$$

The rows of $S$ have norm one, so $\sum_j|w_j|\le1$. With $\Delta=\theta_{\max}-\theta_{\min}$, each of $2n$ derivatives brings a factor of modulus at most $\Delta$, and $|F^{(2n)}|\le\Delta^{2n}$.

For $n$ Gauss–Legendre nodes $s_i$, let $q$ be the polynomial of degree $2n-1$ that matches $F$ and $F'$ at the nodes. The rule integrates $q$ without error. Repeated use of Rolle's theorem gives

$$F(s)-q(s)=\frac{F^{(2n)}(\xi)}{(2n)!}\prod_i(s-s_i)^2 .$$

The product $\prod_i(s-s_i)$ is the Legendre polynomial on $[0,t]$ with leading coefficient one. On $[-1,1]$, $P_n$ has leading coefficient $(2n)!/(2^nn!^2)$ and squared norm $2/(2n+1)$. Dividing by the squared coefficient and scaling lengths by $t/2$ gives

$$\int_0^t\prod_i(s-s_i)^2ds=\frac{t^{2n+1}(n!)^4}{(2n+1)((2n)!)^2}.$$

The quadrature error is therefore at most

$$R_n=\frac{t^{2n+1}(n!)^4\,\Delta^{2n}}{(2n+1)\,((2n)!)^3},$$

and with $Q_n$ the Gauss value of $\int F$,

$$\|e(t)\|\le B=\beta_m\sqrt{t\,(Q_n+R_n)} . \tag{8}$$

For $m=12$, $t=1$ the spread is $\Delta=22.94$. With $n=32$, $Q_n=1.8137\times10^{-4}$ and $R_n=4.3\times10^{-41}$, so quadrature costs nothing visible: $B=4.2112\sqrt{1.8137\times10^{-4}}=0.0567$.

The price of Cauchy–Schwarz follows from $|c_m|\propto s^{m-1}$ at short times. The integral scales as $t^m/m$ and its replacement as $t^m/\sqrt{2m-1}$, a ratio of $m/\sqrt{2m-1}$. For $m=4$ this is $1.5119$, and the value at $t=0.025$ is $1.5115$.

## Reading the chain at $t=1$

| $m$ | error | integral (5) | $B$ (8) | a priori (7) |
|---|---|---|---|---|
| 6 | 0.535 | 0.844 | 1.11 | 11.0 |
| 12 | 0.0230 | 0.0262 | 0.0567 | 0.151 |
| 18 | 2.88e-5 | 3.04e-5 | 8.66e-5 | 1.00e-4 |
| 21 | 2.95e-7 | 3.05e-7 | 9.53e-7 | 8.25e-7 |

The integral bound exceeds the error by 58% at $m=6$ and by 3% at $m=21$. The a priori bound is empty at $m=6$, since two unit vectors differ by at most 2. At $m=21$ it is slightly better than $B$. The two have no fixed order, so the smaller may be used.

For $m=12$ the residual grows from $3.8\times10^{-7}$ at $t=0.25$ to $5.3\times10^{-4}$ at $0.5$ and $0.22$ at $1$. The first doubling multiplies it by about $1400$, below the leading-order factor $2^{11}=2048$: the phases in (6) no longer align.

Norm and energy give no warning. Since $c$ evolves unitarily, $\|u_m\|=\|c\|=1$. By (1) and orthonormality $V_m^\dagger HV_m=T_m$, so $\langle u_m|H|u_m\rangle=c^\dagger T_mc$, which is constant because $T_m$ commutes with its exponential. At $m=6$ both are conserved to about $10^{-15}$ while the state is wrong by $0.535$.

## Many steps

Let $y_n$ be the computed state at $t_n$ and restart Lanczos from it for a step $\tau$. Adding and subtracting $e^{-iH\tau}y_n$,

$$u(t_{n+1})-y_{n+1}=e^{-iH\tau}\big[u(t_n)-y_n\big]+\big[e^{-iH\tau}y_n-y_{n+1}\big].$$

The first term keeps its norm and the second is bounded by (8) for that step. Hence the global error is at most $\sum_nB_n$. Accepting a step when $B_n\le\varepsilon\tau/t_{\rm total}$ keeps the total at or below $\varepsilon$. A rejected step can be shortened without new products with $H$, because the same $T_m$ gives $c_m(s)$ at every earlier time.

Ten steps of $0.5$ with $m=12$ reach $t=5$ with a global error of $2.3\times10^{-4}$, against a summed bound of $5.8\times10^{-4}$. For an observable $A$, writing $y$ for the computed state,

$$\langle u|A|u\rangle-\langle y|A|y\rangle=\langle u|A|u-y\rangle+\langle u-y|A|y\rangle,$$

so its expectation value is wrong by at most $2\|A\|\sum_nB_n$, here $1.2\times10^{-3}\,\|A\|$.

In floating-point work (1) and the small exponential carry rounding errors, which these bounds omit. A computed $B$ near machine precision therefore certifies no more than that the truncation error has fallen to the rounding level.

## Table of computed values

```
Ising chain: 8 spins, dimension 256, J=1.0, hx=1.0, hz=0.5
lowest, highest energy: -12.8631, 10.0812 J
m=12 alpha_1..4 (J): -11.0000 -6.5000 -3.2288 -1.2570
m=12 beta_1..4 (J): 2.8284 3.8406 4.7366 5.3259
m=12 beta_12: 4.2112 J
m=12 Ritz spread: 22.9385 J
residual norm at t=1, definition: 2.214826e-01 J
residual norm at t=1, formula:    2.214826e-01 J
residual norm at t=0.25 /J, m=12: 3.8093e-07 J
residual norm at t=0.5 /J, m=12: 5.3232e-04 J
residual norm at t=0.75 /J, m=12: 2.4015e-02 J
error vector minus residual integral, norm: 5.5e-15
m=12, t=1: Q_32 = 1.8137e-04 /J, remainder bound R_32 = 4.3e-41 /J
t=1/J:  m  error      integral   B          a priori   endpoint
        6  5.349e-01  8.436e-01  1.107e+00  1.100e+01  1.460e+00
        9  1.932e-01  2.628e-01  4.581e-01  2.203e+00  1.280e+00
       12  2.296e-02  2.620e-02  5.671e-02  1.510e-01  2.215e-01
       15  1.362e-03  1.487e-03  3.771e-03  6.165e-03  1.801e-02
       18  2.879e-05  3.039e-05  8.663e-05  1.002e-04  4.735e-04
       21  2.948e-07  3.045e-07  9.533e-07  8.252e-07  5.781e-06
m=6, t=1: norm drift 4.4e-16, energy drift 1.8e-15 J
m=4, t=0.05 /J: error/integral 0.996931, B/integral 1.5103, endpoint/error 4.0002
m=4, t=0.025 /J: error/integral 0.999231, B/integral 1.5115, endpoint/error 4.0001
deficit ratio on halving t: 3.990
short-time limit of B/integral, m=4: 1.5119
three levels: g1=0.1, g2=0.1, delta=2.0, Omega=2.00998 (model units)
three levels: t=3.12600, endpoint estimate 4.9e-18
three levels: true error 0.015553, integrated bound 0.019802
10 steps of 0.5 /J, m=12: final time 5.0 /J
global error 2.3268e-04, sum of local bounds B 5.7961e-04
```
